\section*{The Kohler–Ziman upper bound on the electron–phonon resistivity of metals}

Consider a metal in which every electron state $k$ relaxes on its own, with a lifetime $\tau_k$, and feeds no current into other states. A weak field then displaces each occupation in proportion to $\tau_k$, the states conduct in parallel, and the resistivity is proportional to $1/\langle\tau\rangle$, the average being taken with a positive normalized weight (it will turn out to be proportional to $v_{kx}^2(-\partial f/\partial\varepsilon)$). Suppose that one averages the rates instead, and takes $\langle1/\tau\rangle$. The Cauchy--Schwarz inequality gives
\begin{equation}
1=\langle\tau^{1/2}\tau^{-1/2}\rangle^2\le\langle\tau\rangle\langle1/\tau\rangle ,
\end{equation}
so the averaged rate can only overestimate the resistivity. For two equal groups of states the factor is $(\tau_1+\tau_2)^2/4\tau_1\tau_2$, equal to one only if $\tau_1=\tau_2$. The Kohler--Ziman principle is the same inequality for a collision operator that is not diagonal. Allen's lowest-order variational approximation (LOVA) is its simplest estimate for electron--phonon scattering; it reduces to the averaged rate above when scattering feeds no current into other states and the Fermi-surface data do not depend on energy.

Hartree units are used with $\hbar=e=m=k_B=1$. The electron charge is $-1$, temperature is an energy, energies are measured from the chemical potential, $k$ includes the band index, $V$ is the cell volume and $N$ the number of cells; $f$ and $n$ are the Fermi and Bose functions. Assumption A is the following: linearized Boltzmann equation, golden-rule one-phonon scattering, phonons held in equilibrium, time-reversal symmetry, twofold spin degeneracy, no magnetic field or temperature gradient, and $x$ a principal axis, so that $\rho=1/\sigma_{xx}$. The rate from $k$ to $k'$ is
\begin{equation}
W_{kk'}=\frac{2\pi}{N}\sum_\nu|g^\nu_{kk'}|^2\big[n\,\delta(\varepsilon'-\varepsilon-\omega)+(n+1)\,\delta(\varepsilon'-\varepsilon+\omega)\big],
\label{W}
\end{equation}
with $\omega=\omega_{\nu,k'-k}$, $n=n(\omega)$; the first term is absorption, the second emission. The equilibrium flux $P_{kk'}=W_{kk'}f(1-f')$ is symmetric. For $\varepsilon'=\varepsilon+\omega$ the forward flux carries $nf(1-f')$ and the backward flux $(n+1)f'(1-f)$; since $f/(1-f)=e^{-\varepsilon/T}$ and $n/(n+1)=e^{-\omega/T}$, their ratio is $e^{-\omega/T}e^{(\varepsilon'-\varepsilon)/T}=1$. The matrix element is common to both by hermiticity, and $\omega_{q}=\omega_{-q}$ by time reversal.

Write the occupation as $f+\phi f(1-f)/T=f+\phi\,(-\partial f/\partial\varepsilon)$. To first order in $\phi$ the product $f(1-f')$ acquires the factor $1+[(1-f)\phi-f'\phi']/T$, and $f'(1-f)$ the factor $1+[(1-f')\phi'-f\phi]/T$. The collision term, gain minus loss, is therefore
\begin{equation}
\frac1T\sum_{k'}P_{kk'}\big[(1-f')\phi'-f\phi-(1-f)\phi+f'\phi'\big]=-\frac1T\sum_{k'}P_{kk'}(\phi-\phi')\equiv-(C\phi)_k .
\end{equation}
The force is $-E\hat x$, so in the steady state $-Ev_x\,\partial f/\partial\varepsilon=-C\phi$ to first order in $E$. With $X_k=v_{kx}(-\partial f/\partial\varepsilon)$ this reads $EX=-C\phi$. Put $\phi=-E\psi$ and $\langle a,b\rangle=N^{-1}\sum_ka_kb_k$. The current density is $(2/V)\langle -X,\phi\rangle$, the 2 counting spin, and so
\begin{equation}
C\psi=X,\qquad \sigma=\frac1{\rho_B}=\frac2V\langle X,\psi\rangle .
\label{BE}
\end{equation}
In $\langle a,Cb\rangle=(NT)^{-1}\sum P\,a(b-b')$ exchange the names $k,k'$, use $P_{kk'}=P_{k'k}$, and take half the sum of the two forms:
\begin{equation}
\langle a,Cb\rangle=\frac1{2NT}\sum_{kk'}P_{kk'}(a-a')(b-b').
\label{form}
\end{equation}
Thus $C$ is symmetric and non-negative. The form $\langle a,Ca\rangle$ vanishes only if $a=a'$ across every link with $P>0$, so when scattering connects all states the null space consists of constants. Time reversal gives $\varepsilon_{-k}=\varepsilon_k$, $v_{-k}=-v_k$, hence $\langle X,1\rangle=0$. On a finite $k$ mesh the range of the symmetric matrix $C$ is the orthogonal complement of its null space, so \eqref{BE} is solvable, and the free constant in $\psi$ drops out of $\sigma$. If scattering leaves several disconnected sets of states, as flat phonon modes do, a null function is constant on each set; the same conclusions hold when every set contains $-k$ along with $k$, because $X$ then sums to zero on each.

Let $S=\langle X,\psi\rangle=\langle\psi,C\psi\rangle>0$ and let $\chi$ be any trial function with $\langle X,\chi\rangle\neq0$. For real $s$, symmetry and $C\psi=X$ give
\begin{equation}
0\le\langle\chi-s\psi,C(\chi-s\psi)\rangle=\langle\chi,C\chi\rangle-2s\langle X,\chi\rangle+s^2S .
\end{equation}
The choice $s=\langle X,\chi\rangle/S$ leaves $\langle X,\chi\rangle^2\le S\langle\chi,C\chi\rangle$, and since $\rho_B=V/2S$,
\begin{equation}
\rho_B\le\rho[\chi]\equiv\frac V2\,\frac{\langle\chi,C\chi\rangle}{\langle X,\chi\rangle^2}.
\label{KZ}
\end{equation}
This is the Kohler--Ziman principle, and it needs only A. The gap has an exact form. Scale $\chi$, which leaves $\rho[\chi]$ unchanged, so that $\langle X,\chi\rangle=S$, and set $\delta=\chi-\psi$. Then $\langle X,\delta\rangle=0$, so $\langle\chi,C\chi\rangle=S+2\langle X,\delta\rangle+\langle\delta,C\delta\rangle=S+\langle\delta,C\delta\rangle$ and $\rho[\chi]/\rho_B-1=\langle\delta,C\delta\rangle/S$. The error relative to $\rho_B$ is quadratic in the error of the distribution, and vanishes only if $\chi$ is a multiple of $\psi$ plus a null function of $C$ (a constant, when scattering connects all states). For $\chi=\sum_ac_a\chi_a$, with $Q_{ab}=\langle\chi_a,C\chi_b\rangle$ and $b_a=\langle X,\chi_a\rangle$, the same argument applied to $Q$ shows that $(c\cdot b)^2/c^{T}Qc$ is largest at $c=Q^{-1}b$, so the best estimate is $V/(2\,b^TQ^{-1}b)$; a larger basis minimizes over a larger set and cannot raise it.

The lowest-order choice is $\chi=v_x$. It describes a Fermi sea shifted rigidly, because $f(\varepsilon_{k+\kappa\hat x})=f+\kappa v_x\,\partial f/\partial\varepsilon$ to first order in $\kappa$. Define $D(\varepsilon)=N^{-1}\sum_kv_x^2\,\delta(\varepsilon-\varepsilon_k)$, whose Fermi-level value is $D=N_F\langle v_x^2\rangle$ with $N_F$ the density of states per spin per cell, and
\begin{equation}
\alpha^2_{\rm tr}F(\Omega;\varepsilon,\varepsilon')=\frac1{2DN^2}\sum_{kk'\nu}|g^\nu_{kk'}|^2(v_x-v_x')^2\,\delta(\varepsilon-\varepsilon_k)\delta(\varepsilon'-\varepsilon_{k'})\delta(\Omega-\omega).
\label{a2F}
\end{equation}
The ordinary Eliashberg function has $1/N_F$ in place of $(v_x-v_x')^2/2D$; the transport weight suppresses forward scattering, which does not degrade the current. Inserting unit integrals over $\varepsilon,\varepsilon',\Omega$ in \eqref{form} with \eqref{W} collects the prefactor $(1/2T)(2\pi)(2D)$ and gives, without approximation,
\begin{align}
\langle X,v_x\rangle&=\int d\varepsilon\,(-\partial f/\partial\varepsilon)\,D(\varepsilon),\label{den}\\
\langle v_x,Cv_x\rangle&=\frac{2\pi D}{T}\int d\Omega\,d\varepsilon\,f(\varepsilon)\big\{n\,[1-f(\varepsilon+\Omega)]\,\alpha^2_{\rm tr}F(\Omega;\varepsilon,\varepsilon+\Omega)\nonumber\\
&\qquad+(n+1)[1-f(\varepsilon-\Omega)]\,\alpha^2_{\rm tr}F(\Omega;\varepsilon,\varepsilon-\Omega)\big\}.\label{num}
\end{align}
Assumption B enters here: $D(\varepsilon)$ and $\alpha^2_{\rm tr}F$ are independent of the electron energies wherever the Fermi factors are appreciable, a window that reaches several times $\max(T,\Omega)$ from the Fermi level and beyond which these factors decay exponentially. Then \eqref{den} equals $D$. For the remaining integrals put $z=e^{\varepsilon/T}$, $y=e^{\Omega/T}$, $f_\pm=f(\varepsilon\pm\Omega)$:
\begin{equation}
f(1-f_+)=\frac{zy}{(z+1)(zy+1)},\qquad f-f_+=\frac{z(y-1)}{(z+1)(zy+1)},
\label{zy}
\end{equation}
so $f(1-f_+)=(n+1)(f-f_+)$, because $y/(y-1)=n+1$. Also $\int(f-f_+)\,d\varepsilon=\int_0^\Omega ds\int d\varepsilon\,[-\partial_\varepsilon f(\varepsilon+s)]=\Omega$. The absorption integral is thus $\Omega(n+1)$. Reversing the sign of $\Omega$ and using $n(-\Omega)+1=-n(\Omega)$ gives $\Omega n$ for emission. The two terms in \eqref{num} are equal and add to $2\Omega n(n+1)$, so that $\langle v_x,Cv_x\rangle=D/\tau$ with $1/\tau=(4\pi/T)\int d\Omega\,\Omega\,n(n+1)\,\alpha^2_{\rm tr}F$. With $x=\Omega/2T$ one has $n(n+1)=y/(y-1)^2=1/(4\sinh^2x)$, and $(\Omega/T)\,n(n+1)=(T/\Omega)(x/\sinh x)^2$. Equation \eqref{KZ} becomes Allen's result,
\begin{equation}
\rho_{\rm LOVA}=\frac{V}{2D\tau}=\frac{4\pi}{\omega_p^2\tau},\qquad
\frac1\tau=4\pi T\int\frac{d\Omega}{\Omega}\,\alpha^2_{\rm tr}F(\Omega)\Big(\frac{x}{\sinh x}\Big)^2,
\label{allen}
\end{equation}
where $\omega_p^2=8\pi D/V$ is the squared Drude plasma frequency. Since $\sinh x\ge x$ and $\alpha^2_{\rm tr}F\ge0$, the definition $\lambda_{\rm tr}=2\int d\Omega\,\alpha^2_{\rm tr}F/\Omega$ gives, under A and B together,
\begin{equation}
\rho_B\le\rho_{\rm LOVA}\le\frac{4\pi}{\omega_p^2}\,2\pi\lambda_{\rm tr}T .
\label{chain}
\end{equation}
For the approach to the last member, square $\sinh x/x=1+x^2/6+x^4/120+\dots$ to get $1+x^2/3+2x^4/45$, and invert to get $1-x^2/3+(1/9-2/45)x^4=1-x^2/3+x^4/15$. With $x=\Omega/2T$,
\begin{equation}
\frac1\tau=2\pi\lambda_{\rm tr}T\Big[1-\frac{\langle\Omega^2\rangle}{12T^2}+\frac{\langle\Omega^4\rangle}{240T^4}-\dots\Big],
\label{series}
\end{equation}
the moments having the weight $2\alpha^2_{\rm tr}F/(\lambda_{\rm tr}\Omega)$. The series converges when all $\Omega<2\pi T$, the nearest pole being $x=i\pi$. In ordinary units $\hbar/\tau\to2\pi\lambda_{\rm tr}k_BT$, from below; the linear law is equipartition, $n\to T/\Omega$. At low temperature a spectrum $\alpha^2_{\rm tr}F\propto\Omega^p$ gives $1/\tau\propto T^{p+1}$ on substituting $\Omega=2Tx$. The quantity bounded is the Boltzmann resistivity of assumption A. The upper bound does not extend to a measured resistivity that contains other scattering, or to a mean free path near a lattice spacing, where the Boltzmann equation itself fails. Phonons dragged out of equilibrium lie outside assumption A and are not treated here.

How tight the first inequality is can be found exactly for one Einstein mode $\omega$ with constant $g$ and constant $N_F$, $D$. In \eqref{a2F} the cross term $v_xv_x'$ sums to zero and the squares give $2DN_F$, so $\alpha^2_{\rm tr}F=g^2N_F\,\delta(\Omega-\omega)$. For $\psi$ odd in $k$ the in-scattering sum $\sum_{k'}P\psi'$ vanishes, $C$ is diagonal, and the opening case is realized: $\psi=v_x\tau(\varepsilon)$ with $1/\tau(\varepsilon)=\sum_{k'}W(1-f')/(1-f)$, and the weight $v_x^2(-\partial f/\partial\varepsilon)$ reduces to $-\partial f/\partial\varepsilon$. By \eqref{zy}, $n(f-f_+)=z/[(z+1)(zy+1)]=f_+(1-f)$, which rearranges to $n(1-f_+)/(1-f)=n+f_+$; reversing $\omega$ gives $(n+1)(1-f_-)/(1-f)=n+1-f_-$. With $u=\varepsilon/T$, $x=\omega/2T$, $f=\frac12[1-\tanh(u/2)]$ and $2n+1=\coth x$,
\begin{align}
f_--f_+&=\tfrac12\big[\tanh(\tfrac u2+x)-\tanh(\tfrac u2-x)\big]=\frac{\sinh2x}{\cosh u+\cosh2x},\nonumber\\
\frac{1}{\tau(\varepsilon)}&=2\pi g^2N_F\Big[\coth x-\frac{\sinh 2x}{\cosh u+\cosh 2x}\Big]=2\pi g^2N_F\coth x\,\frac{1+\cosh u}{\cosh u+\cosh2x},
\end{align}
where $\sinh2x\tanh x=2\sinh^2x=\cosh2x-1$ was used. The weight is $du/[2(1+\cosh u)]$. Writing $\cosh u+\cosh2x=(1+\cosh u)+2\sinh^2x$ requires the average of $1/(1+\cosh u)$; with $s=\tanh(u/2)$, $1+\cosh u=2/(1-s^2)$ and $du=2\,ds/(1-s^2)$, it is $\frac14\int_{-1}^1(1-s^2)\,ds=\frac13$. Hence $2\pi g^2N_F\langle\tau\rangle=\tanh x\,(1+\frac23\sinh^2x)$, while \eqref{allen} gives $\langle1/\tau\rangle=2\pi g^2N_F\,x/\sinh^2x$, and
\begin{equation}
\frac{\rho_{\rm LOVA}}{\rho_B}=\frac{x\,(1+\frac23\sinh^2x)}{\sinh x\cosh x}.
\label{einstein}
\end{equation}
For small $x$, $1+\frac23\sinh^2x=1+\frac23x^2+\frac29x^4$ and $\sinh x\cosh x/x=1+\frac23x^2+\frac2{15}x^4$, so the ratio is $1+\frac4{45}x^4=1+(\omega/T)^4/180$. For large $x$ it grows as $2x/3$ without limit. It equals $1.0003$, $1.059$, $1.432$ and $2.670$ at $x=0.25$, $1$, $2$ and $4$. The cause is visible in $\tau(0)/\tau(\infty)=\cosh^2x$: states near the Fermi level have their emission channel Pauli blocked, live long, and carry more current than a rigid shift allows.

The ratio tends to one at high temperature here because the model has no anisotropy in its scattering. In general, for $T\gg\omega$ both factors $n$ and $n+1$ in \eqref{W} tend to $T/\omega$ and the deltas merge, so $W\to(2\pi/N)\sum_\nu|g|^2(2T/\omega)\,\delta(\varepsilon'-\varepsilon)$. If all Fermi-surface data are energy independent, $-\partial f/\partial\varepsilon$ factors out of \eqref{BE}, and what remains is an elastic problem on the Fermi surface whose kernel is proportional to $T$. Both resistivities are then linear in $T$, and their ratio is a constant that exceeds one unless $v_x$ solves that elastic problem. The slope $2\pi\lambda_{\rm tr}$ belongs to the LOVA rate; for $\rho_B$ it is an upper bound.

Without B, only \eqref{KZ} with the full integrals \eqref{den} and \eqref{num} is guaranteed. Take a half-filled chain of unit spacing, $\varepsilon=-2t\cos k$, $v^2=4t^2-\varepsilon^2$, density of states $N(\varepsilon)=1/\pi|v|$, with constant $g$ and $\omega\ll T\ll t$. Then $1/\tau(\varepsilon)=2\pi g^2N(\varepsilon)\,2T/\omega$, the density of states cancels in $Nv^2\tau$, and $\sigma\propto4t^2-\langle\varepsilon^2\rangle$. Expanding $e^{-u}/(1+e^{-u})^2=\sum_m(-1)^{m+1}me^{-mu}$ for $u>0$ gives $\langle\varepsilon^2\rangle=2T^2\sum_m(-1)^{m+1}2/m^2=\pi^2T^2/3$. Formula \eqref{allen} uses $4t^2$ alone, so to leading order in each small parameter, with the inelastic term of \eqref{einstein} restored and terms of order $\omega^2/t^2$ and $T^4/t^4$ dropped,
\begin{equation}
\rho_B/\rho_{\rm Allen}-1\simeq\frac{\pi^2T^2}{12t^2}-\frac{(\omega/T)^4}{180}.
\end{equation}
For $t=0.05$, $\omega=5\times10^{-4}$, $T=2\times10^{-3}$ Ha this is $1.316\times10^{-3}-0.022\times10^{-3}=1.294\times10^{-3}$. Adaptive quadrature of $Nv^2\tau$ with the golden-rule $\tau(\varepsilon)$, containing $N(\varepsilon\pm\omega)$, gives $1.288\times10^{-3}$: the Fermi-level formula lies below $\rho_B$. The full functional stays above it, $\rho[v_x]/\rho_B-1=3.1\times10^{-5}$. For $t=0.10$ Ha the violation drops to $3.06\times10^{-4}$. For a real band the bound therefore holds only up to corrections set by the variation of $D$ and $\alpha^2_{\rm tr}F$ over the thermal window.

An anisotropic model with round parameters shows all members of \eqref{chain}. The lattice consists of square layers with $a=6$ bohr and spacing $c=8$ bohr, so $V=288$ bohr$^3$; with $k$ in units of $1/a$, the band is $-2t(\cos k_x+\cos k_y)$, $v_x=2ta\sin k_x$, $t=0.04$ Ha, and the chemical potential lies at $-t$. Velocities, state weights and couplings are frozen at their Fermi-surface values, so B holds exactly. There are two flat modes, with $G=6\times10^{-3}$ Ha: $\omega_1=4\times10^{-4}$ Ha with $|g|^2=G^2(2+\cos q_x+\cos q_y)/4$, $q=k'-k$, and $\omega_2=1.2\times10^{-3}$ Ha with $|g|^2=G^2d_k^2d_{k'}^2$, $d=\cos k_x-\cos k_y$. The Fermi line is cut into 64 equal angles, each with weight $w_i=\Delta\theta\,k_F/[(2\pi)^2\partial\varepsilon/\partial k_r]$. The sums give $N_F=\sum w_i=3.548$ Ha$^{-1}$ and $D=\sum w_iv_i^2=0.5236$, so $4\pi/\omega_p^2=288/(2\times0.5236)=275.0$ and $\omega_p=0.2138$ Ha. The spectrum is $\sum_\nu A_\nu\delta(\Omega-\omega_\nu)$ with $A_\nu=(2D)^{-1}\sum_{ij}w_iw_j|g^\nu_{ij}|^2(v_i-v_j)^2$, and the sums give $A_1=4.740\times10^{-5}$, $A_2=1.4273\times10^{-4}$ Ha. Then
\begin{equation}
\lambda_{\rm tr}=\frac{2\times4.740\times10^{-5}}{4\times10^{-4}}+\frac{2\times1.4273\times10^{-4}}{1.2\times10^{-3}}=0.2370+0.2379=0.4749 .
\end{equation}
The same sums with the ordinary weight give $\lambda=0.339+0.300$. The first mode loses because it favours small $q$. For the second the cross term vanishes by parity, and $\lambda_{\rm tr}/\lambda$ is the $v_x^2$-weighted mean of $d^2$ over its plain mean, here below one.

At $T=10^{-3}$ Ha ($316$ K), $x=0.2$ and $0.6$, $(x/\sinh x)^2=0.9868$ and $0.8882$, and
\begin{equation}
1/\tau=2\pi\times10^{-3}\,(0.2370\times0.9868+0.2379\times0.8882)=2.797\times10^{-3}\ {\rm Ha},
\end{equation}
which is $0.9374$ of $2\pi\lambda_{\rm tr}T=2.984\times10^{-3}$ Ha. The moments with weights $0.2370$ and $0.2379$ are $\langle\Omega^2\rangle=8.01\times10^{-7}$ Ha$^2$ and $\langle\Omega^4\rangle=1.05\times10^{-12}$ Ha$^4$, so \eqref{series} truncated at fourth order gives $1-0.0668+0.0044=0.9376$. The time $\tau=357.5$ a.u. ($8.65$ fs) times the in-plane speed $(2D/N_F)^{1/2}$ is $194$ bohr, far above $a$. The resistivity is $\rho_{\rm LOVA}=275.0\times2.797\times10^{-3}=0.769$ in units of $\hbar a_0/e^2=21.74\ \mu\Omega$\,cm, that is $16.7\ \mu\Omega$\,cm, against $17.8\ \mu\Omega$\,cm for the linear law.

Because $\omega_2=3\omega_1$, scattering links only energies on a ladder of spacing $\omega_1$. Equation \eqref{BE} was solved by conjugate gradients on ladders reaching beyond $\pm32T$, with interleaved ladders making the energy mesh no coarser than $T/2$. The same sums give $\rho_3$, the best estimate in the basis $v_x$, $v_xd^2$, $v_x\varepsilon^2$. In atomic units:
\begin{center}
\begin{tabular}{ccccc}
$T$ (Ha) & $\rho_{\rm LOVA}$ & $\rho_3$ & $\rho_B$ & $\rho_{\rm LOVA}/\rho_B$\\
$2\times10^{-4}$ & 0.06667 & 0.06265 & 0.06137 & 1.0863\\
$4\times10^{-4}$ & 0.23240 & 0.21375 & 0.21109 & 1.1009\\
$1\times10^{-3}$ & 0.76915 & 0.68295 & 0.67805 & 1.1344\\
$4\times10^{-3}$ & 3.268 & 2.866 & 2.843 & 1.1497\\
$8\times10^{-3}$ & 6.557 & 5.746 & 5.699 & 1.1507
\end{tabular}
\end{center}
At $10^{-3}$ Ha, $\rho_B=14.7\ \mu\Omega$\,cm; relative to $\rho_B$, the LOVA is 13\% high and $\rho_3$ is 0.7\% high. The last two temperatures are formal, since the unfrozen band departs from B increasingly as $T$ rises. They show the ratio rising toward $1.1510$, the value from solving the $64\times64$ elastic problem directly, with a deviation that falls by a factor $3.96$ when $T$ doubles, close to a $T^{-2}$ law. This elastic gap requires the second mode. For the first mode alone, $\cos q_x=\cos k_x\cos k_x'+\sin k_x\sin k_x'$; the out-scattering rate depends on $k$ only through $\cos k_x+\cos k_y$ (the two cosines have equal averages and the sines average to zero), which is constant on the Fermi line, and the in-scattering of $v_x$ is proportional to $\sin k_x\propto v_x$, so $v_x$ solves that elastic problem. The second mode adds a rate proportional to $d_k^2$, which spares the states near the diagonals. The ratio is smaller at the lowest tabulated temperature than at the highest, but this is not a low-temperature trend: at $T=10^{-4}$ Ha, where $x=2$ for the first mode, \eqref{BE} gives a ratio of $1.249$, larger than any in the table. The ratio therefore passes through a minimum between $10^{-4}$ and $4\times10^{-4}$ Ha.

Numbers in the example were calculated in double precision.
